# Relative strengths of the donor 2p lines in unstrained silicon

## Problem

A shallow donor in unstrained silicon absorbs infrared light from its ground state into the levels 2p0 and 2p±. Take rough values for the transverse mass, longitudinal mass and dielectric constant, $m_t=0.19$, $m_l=0.92$ (electron masses) and $\kappa=11.4$. In one conduction-band valley, use the Kohn-Luttinger trial functions

$$
\psi_{1s}=N_1e^{-s},\qquad \psi_{2p0}=N_0\,z\,e^{-s},\qquad \psi_{2p\pm}\propto(x\pm iy)\,e^{-s},\qquad s^2=\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2},
$$

with $z$ along the valley axis and separate lengths $a,b$ for each state.

1. Optimize the three functions.
2. Find the dipole matrix elements from 1s.
3. Find the ratio of the integrated absorption strengths, $S(2p\pm)/S(2p0)$, for unpolarized light at low temperature.
4. Judge how far the ratio can be trusted.

## Solution

### Hamiltonian and energies

Measure lengths in $a^*=\kappa a_0/m_t=3.175$ nm and energies in $E^*=m_t/\kappa^2$ hartree $=39.78$ meV. The effective-mass Hamiltonian is then

$$
H=-\tfrac12\left(\partial_x^2+\partial_y^2+\gamma\,\partial_z^2\right)-\frac1r,\qquad \gamma=\frac{m_t}{m_l}=0.2065 .
$$

Within this model the strength ratio depends on $\gamma$ alone, since $\kappa$ and $m_t$ enter only through the units.

The levels 2p+ and 2p− are degenerate, so the real combinations 2px and 2py may replace them. I use $\psi_{2px}=N_\pm x e^{-s}$.

**Normalization.** Put $x=a\xi$, $y=a\eta$, $z=b\zeta$. Then $s=R=(\xi^2+\eta^2+\zeta^2)^{1/2}$ and the volume element gains a factor $a^2b$. With $\int_0^\infty R^ne^{-2R}dR=n!/2^{n+1}$,

$$
\int e^{-2R}d^3R=4\pi\cdot\tfrac14=\pi,\qquad \int\zeta^2e^{-2R}d^3R=\tfrac{4\pi}{3}\cdot\tfrac34=\pi ,
$$

so that

$$
N_1^2=\frac1{\pi a^2b},\qquad N_0^2=\frac1{\pi a^2b^3},\qquad N_\pm^2=\frac1{\pi a^4b}.
$$

**Kinetic energy.** For 1s, $\partial_\zeta e^{-R}=-(\zeta/R)e^{-R}$. Since the angular average of $\zeta^2/R^2$ is $1/3$, each scaled direction gives $\langle(\partial\psi)^2\rangle=1/3$.

For the p function $\zeta e^{-R}/\sqrt\pi$, write $n=\zeta/R$. The angular averages are $\overline{n^2}=1/3$, $\overline{n^4}=1/5$ and $\overline{n_\xi^2n_\zeta^2}=1/15$. Along the lobe, the derivative is $(1-Rn^2)e^{-R}/\sqrt\pi$, and its squared integral is

$$
4\left[\tfrac14-\tfrac23\cdot\tfrac38+\tfrac15\cdot\tfrac34\right]=\tfrac35 .
$$

Across the lobe, the derivative is $-Rn_\xi n_\zeta e^{-R}/\sqrt\pi$, which gives $4\cdot\tfrac1{15}\cdot\tfrac34=\tfrac15$ for each of the two directions. The same numbers hold for 2px with the axes exchanged.

Restoring the factors $1/a^2$ for $x,y$ and $\gamma/b^2$ for $z$, and setting $\beta=b/a$, the kinetic energy is $t/a^2$ with

$$
t_{1s}=\frac13+\frac{\gamma}{6\beta^2},\qquad t_{2p0}=\frac15+\frac{3\gamma}{10\beta^2},\qquad t_{2p\pm}=\frac25+\frac{\gamma}{10\beta^2}.
$$

**Potential energy.** With $\mu=\zeta/R$ and $c^2=1-\beta^2$, the distance from the donor is $r=aR\sqrt{1-c^2\mu^2}$. The radial average $\langle1/R\rangle$ is 1 for 1s and $\tfrac38/\tfrac34=\tfrac12$ for the p states. The angular weights on $0<\mu<1$ are $1$ for 1s, $3\mu^2$ for 2p0 and $\tfrac32(1-\mu^2)$ for 2p±. The substitution $\mu=\sin\theta/c$ gives

$$
J_0=\int_0^1\!\frac{d\mu}{\sqrt{1-c^2\mu^2}}=\frac{\arcsin c}{c},\qquad
J_2=\int_0^1\!\frac{\mu^2d\mu}{\sqrt{1-c^2\mu^2}}=\frac{\arcsin c-c\beta}{2c^3}.
$$

The potential energy is therefore $-v/a$ with

$$
v_{1s}=J_0,\qquad v_{2p0}=\tfrac32J_2,\qquad v_{2p\pm}=\tfrac34(J_0-J_2).
$$

**Minimum.** At fixed $\beta$, $dE/da=-2t/a^3+v/a^2=0$ gives

$$
a=\frac{2t}{v},\qquad E=\frac{v^2}{4t}-\frac{v^2}{2t}=-\frac{v^2}{4t}.
$$

This is a minimum, because $E\to+\infty$ as $a\to0$ and $E\to0$ from below as $a\to\infty$. A numerical search over $\beta$ remains:

| State | $\beta$ | $a$ (nm) | $b$ (nm) | $E$ (meV) |
|---|---:|---:|---:|---:|
| 1s | 0.573 | 2.37 | 1.36 | −31.19 |
| 2p0 | 0.603 | 3.60 | 2.17 | −11.47 |
| 2p± | 0.613 | 5.35 | 3.28 | −6.38 |

For 1s, for instance, $\beta=0.5733$ gives $t=0.438$ and $v=1.172$, hence $a=0.7475$ and $E=-0.784$ in effective units.

The three functions differ in their parity under $z\to-z$ or in their angular momentum about $z$. They are therefore orthogonal whatever their lengths, and each energy is an upper bound to the lowest level of its own symmetry.

### Dipole matrix elements

Define $Z=\langle1s|z|2p0\rangle$ and $X=\langle1s|x|2px\rangle$. The two functions in each integral have different ellipsoids, so return to ordinary spherical coordinates with $u=\cos\theta$:

$$
s_i=r\,g_i(u),\qquad g_i=\sqrt{\frac{1-u^2}{a_i^2}+\frac{u^2}{b_i^2}},\qquad G=g_1+g_2 .
$$

Index 1 denotes 1s and index 2 the p state concerned. Two powers of $r$ come from the volume element, one from the dipole and one from the p function, so the radial integral is $\int_0^\infty r^4e^{-rG}dr=24/G^5$. The azimuthal integral is $2\pi$ for $Z$ and $\int\cos^2\varphi\,d\varphi=\pi$ for $X$. Thus

$$
Z=48\pi N_1N_0\int_{-1}^{1}\frac{u^2\,du}{G^5},\qquad
X=24\pi N_1N_\pm\int_{-1}^{1}\frac{(1-u^2)\,du}{G^5}.
$$

In the isotropic limit, $a=b=1$ for 1s and $a=b=2$ for 2p, so $G=3/2$. Both formulas then give $Z^2=X^2=72\,(2/3)^{12}=0.555$, the hydrogen value.

For silicon, numerical integration gives $Z=0.3786$ and $X=0.4936$, or 1.20 nm and 1.57 nm.

### Sum over valleys and polarizations

Silicon has six equivalent valleys, two along each cubic axis. The low-temperature initial state is taken as the symmetric combination 1s(A1), with amplitude $1/\sqrt6$ in every valley. Dipole elements between different valleys are neglected: the product of their Bloch functions oscillates on the scale of the lattice constant, while the envelopes and $\mathbf r$ vary slowly.

Let $\mathbf e$ be the polarization and $\mathbf d_j$ the axis of valley $j$. Since $\sum_j(\mathbf e\cdot\mathbf d_j)^2=2$,

$$
\sum_{2p0}|\langle f|\mathbf e\cdot\mathbf r|i\rangle|^2=\frac{Z^2}{6}\sum_j(\mathbf e\cdot\mathbf d_j)^2=\frac{Z^2}{3},
$$

$$
\sum_{2p\pm}|\langle f|\mathbf e\cdot\mathbf r|i\rangle|^2=\frac{X^2}{6}\sum_j\left[1-(\mathbf e\cdot\mathbf d_j)^2\right]=\frac{2X^2}{3}.
$$

Neither sum depends on $\mathbf e$, so unpolarized light gives the same result for any direction of travel.

The transition rate is proportional to the squared dipole, and the absorbed power carries a further factor of the photon energy $\omega$. Taking the refractive index as equal at the two lines,

$$
\boxed{\frac{S(2p\pm)}{S(2p0)}=\frac{2\,\omega_\pm X^2}{\omega_0Z^2}}
$$

The photon energies are $\omega_0=31.19-11.47=19.7$ meV and $\omega_\pm=31.19-6.38=24.8$ meV. With factors computed before rounding,

$$
\frac{S(2p\pm)}{S(2p0)}=2\times1.2584\times1.7005=4.28 .
$$

The separately optimized functions thus give a strength ratio of about **4.3 to 1**, with 2p0 carrying 19% of the two-line sum.

### Why the ratio exceeds two

For $\gamma=1$ the two photon energies are equal and $X=Z$, leaving the ratio 2 from the two final states 2p±. The same calculation gives 2.20, 2.73 and 3.51 at $\gamma=0.8$, 0.5 and 0.3.

A sum rule shows the role of the mass. From $[z,H]=\gamma\partial_z$ follows $[[z,H],z]=\gamma$. Taking its expectation value in the exact ground state and inserting a complete set of states gives

$$
\sum_f2\omega_f|\langle f|z|1s\rangle|^2=\gamma,\qquad \sum_f2\omega_f|\langle f|x|1s\rangle|^2=1 .
$$

The heavy longitudinal mass thus limits the total strength along the valley axis to 0.2065 of that across it. This alone would raise the ratio from 2 to $2/\gamma=9.7$. The trial 2p0 line, however, has $2\omega_0Z^2=0.142$, or 69% of its small total, while $2\omega_\pm X^2=0.304$ is 30% of the transverse total. The factor $0.304/0.69=0.44$ brings 9.7 back to 4.3.

### Error of the trial functions

Diagonalizing the same $H$ in a large basis of Laguerre functions times spherical harmonics gives $-31.23$, $-11.50$ and $-6.39$ meV. The trial energies lie within 0.05 meV of these. The large-basis strength ratio, however, is 4.96, so the trial ratio is 14% lower.

The two findings are compatible: near a minimum the energy error is of second order in the error of the wave function, whereas a dipole error is generally of first order. The large-basis dipoles are $Z=1.137$ nm and $X=1.595$ nm. Relative to them, the trial $Z^2$ is 12% too large and the trial $X^2$ is 3% too small.

The velocity form gives a second measure. For exact eigenstates, $[z,H]=\gamma\partial_z$ implies $\langle2p0|z|1s\rangle=-\gamma\langle2p0|\partial_z|1s\rangle/\omega_0$, and similarly for $x$ with $\gamma$ replaced by 1. Since $\partial_ze^{-s_1}=-(z/b_1^2s_1)e^{-s_1}$, and the radial integral is now $\int_0^\infty r^3e^{-rG}dr=6/G^4$,

$$
\langle2p0|\partial_z|1s\rangle=-\frac{12\pi N_1N_0}{b_1^2}\int_{-1}^{1}\frac{u^2\,du}{g_1G^4},\qquad
\langle2px|\partial_x|1s\rangle=-\frac{6\pi N_1N_\pm}{a_1^2}\int_{-1}^{1}\frac{(1-u^2)\,du}{g_1G^4}.
$$

With these elements the ratio becomes 5.26. The trial functions are not eigenstates, so the two forms disagree; here they lie on either side of the large-basis value. The answer 4.3 belongs to the length form.

### Comparison with a real donor

The masses and dielectric constant are typical of silicon, but the model's 1s level is too shallow. A phosphorus donor has a ground-state depth of roughly 46 meV (the input used below is 45.5 meV), because the potential near the impurity nucleus is stronger than $-1/r$ and also couples the valleys, which lowers the symmetric combination A1 below the other five 1s states. The one-valley attraction used below is an effective substitute for both effects. The p envelopes vanish at the nucleus and are much less affected.

Changing only the photon energies, with the trial dipoles held fixed, gives

$$
2\times\frac{45.5-6.38}{45.5-11.47}\times1.7005=3.91 .
$$

The deeper 1s state also contracts. To estimate this, an attraction $-Ae^{-r/d}/r$ was added for the 1s state in the large-basis calculation, with $A$ adjusted to reproduce 45.5 meV. With the p states left unchanged, ranges $d=0.3$ and 0.6 nm both give ratios of about 4.2, roughly 15% below the large-basis value 4.96. Letting the p states feel the same attraction would lower the ratio somewhat further, more so for the longer range. For $d=0.3$ nm the dipoles fall to $Z=0.65$ nm and $X=0.88$ nm, which roughly halves the absolute strength of each line. The ratio changes much less because both dipoles shrink together. The closeness of these values to 4.28 comes from two separate errors of similar size, that of the trial functions and that of the missing central cell. It does not show that the trial functions are accurate to a few per cent.

Two other assumptions hold well under suitable conditions. At 10 K, with the five upper 1s states placed a rough 12 meV above A1, their population is about $4.5\times10^{-6}$. At $10^{15}$ donors per cm³, the sphere containing one donor has a radius of 62 nm, against an rms transverse radius of $\sqrt6\,a=13$ nm for 2p±. Heavier doping brings the excited orbits into overlap.

Strain breaks the valley average and, when strong, has a larger effect. Suppose it leaves the electron in only the two valleys along one axis, with $X$, $Z$ and the photon energies unchanged. Unpolarized light travelling along that axis then has no field component along it, and the 2p0 line vanishes. For light travelling perpendicular to the axis, the mean squared polarization components along and across it are both $1/2$, and the ratio is $\omega_\pm X^2/(\omega_0Z^2)=2.14$. The value 4.3 therefore holds for every direction of travel only if the three valley axes carry equal weight. The numerical output below lists the main values.

## Numbers as computed

```
mt = 0.19, ml = 0.92 electron masses, kappa = 11.4
gamma = mt/ml = 0.2065
effective length unit = 3.1751 nm
effective energy unit = 39.783 meV
1s: beta = 0.5733, a = 0.7475, b = 0.4286, E = -0.78390 (eff. units)
1s: a = 2.373 nm, b = 1.361 nm, E = -31.19 meV
2p0: beta = 0.6030, a = 1.1332, b = 0.6833, E = -0.28844 (eff. units)
2p0: a = 3.598 nm, b = 2.169 nm, E = -11.47 meV
2px: beta = 0.6130, a = 1.6839, b = 1.0323, E = -0.16044 (eff. units)
2px: a = 5.347 nm, b = 3.278 nm, E = -6.38 meV
trial dipoles: Z = 0.3786, X = 0.4936 (eff. units)
trial dipoles: Z = 1.202 nm, X = 1.567 nm
trial photon energies: 2p0 19.71 meV, 2p+- 24.80 meV
factor w_pm/w_0 = 1.2584
factor X^2/Z^2 = 1.7005
MAIN RESULT S(2p+-)/S(2p0), length form = 4.280
inverse ratio S(2p0)/S(2p+-) = 0.2337
share of 2p0 in the two-line sum = 18.94 percent
trial ratio, velocity form = 5.263
trial f (mass mt): 2p0 0.0473, 2p+- 0.2026
trial ratio at gamma = 0.8: 2.200
trial ratio at gamma = 0.5: 2.726
trial ratio at gamma = 0.3: 3.511
large-basis E(1s, 2p0, 2p+-) = -31.23, -11.50, -6.39 meV
large-basis dipoles: Z = 1.137 nm, X = 1.595 nm
large-basis f (mass mt): 2p0 0.0424, 2p+- 0.2100
large-basis sums over all lines: z 0.2065, x 1.0000
large-basis ratio = 4.956
trial ratio / large-basis ratio = 0.8634
assumed rough donor depth = 45.5 meV
trial dipoles with photon energies from that depth: ratio = 3.910
short-range attraction, range 0.3 nm: ratio = 4.226, Z = 0.647 nm, X = 0.877 nm
short-range attraction, range 0.6 nm: ratio = 4.155, Z = 0.663 nm, X = 0.892 nm
its photon energies: 2p0 34.00, 2p+- 39.11 meV
upper 1s population at 10 K, splitting 12 meV: 4.5e-06
2p+- rms transverse radius = 13.10 nm
donor sphere radius at 1e+15 cm^-3 = 62.0 nm
```
